# Third-order dispersion and the MP2.5 weight in oscillator and lattice models, part 2

We ask when MP2 (\(E_2\)), MP3 (\(E_2+E_3\)) or their average MP2.5 (\(E_2+E_3/2\)) best gives the dispersion energy of closed-shell monomers A and B, without overlap or static fields. Energies are of second order in the intermonomer coupling \(V\).

Here \(H=H_0+W\), \(W=W_A+W_B+V\), where \(H_0\) sums the monomer Fock operators and \(W_A,W_B\) are the monomer fluctuation potentials. With \(R=(1-|0\rangle\langle0|)/(E_0-H_0)\),

\[
E_n=\langle0|W|\psi_{n-1}\rangle,\qquad \psi_n=R\,[W\psi_{n-1}-\sum_{k\ge1}E_k\psi_{n-k}].
\]

In \(\psi_1=\psi_V+\psi_A+\psi_B\), \(\psi_V\) has one excitation on each monomer and \(\psi_A\) a double on A.

For real orbitals, pairs \(\mu=(ia)\), \(\nu=(kc)\) (occupied \(i,k\); virtual \(a,c\)) have HF gaps \(\Delta_\mu=\varepsilon_a-\varepsilon_i\) and the intramonomer kernel

\[
a_{\mu\nu}=2(ia|kc)-(ik|ac),\qquad b_{\mu\nu}=2(ia|kc)-(ic|ka).
\]

Replacing pairs by bosons \(c_\mu\), coupled between monomers by \(v_{\mu\beta}(c_\mu+c^\dagger_\mu)(c_\beta+c^\dagger_\beta)\), reproduces \(E_2\) and \(E_3\). Resummed, this oscillator model gives the ring energy \(E\), with TDHF response. In general

\[
E_2=-\sum_{\mu\beta}\frac{v_{\mu\beta}^2}{\Delta_\mu+\Delta_\beta}.
\]

For identical one-mode monomers, \(P=\Delta+a-b\), \(Q=\Delta+a+b\) and

\[
r\equiv\frac{E}{E_2}=\Big(\frac P\Delta\Big)^{1/2}\Big(\frac Q\Delta\Big)^{-3/2},\qquad \frac{E_3}{E_2}=-\frac{a+2b}{\Delta}.
\]

Higher orders in \(v\) multiply the energy by \(1+\tfrac5{16}\epsilon^2+\dots\), with \(\epsilon=2v/Q\).

Pure screening means \(a=b=\kappa\), with \(x=2\kappa/\Delta\):

\[
r=(1+x)^{-3/2}=1-\tfrac32x+\tfrac{15}8x^2-\tfrac{35}{16}x^3+\dots
\]

For a positive semidefinite \(\kappa\), such as the Coulomb part \(2(ia|kc)\), the bracket holds:

\[
E_2\le E\le E_2+E_3 .
\]

For identical monomers with independent modes \(k\), each coupled only to its twin, with \(x_k>-1\) of either sign, \(E/E_2=\langle r\rangle\), averaged with each mode's share of \(E_2\). MP3 then still underbinds, but MP2 overbinds only if \(\langle r\rangle<1\).

### The full kernel can have either sign

For a single pair with \(K=(ia|ia)\) and \(J=(ii|aa)\), the definitions give \(a=2K-J\) and \(b=K\). The Coulomb part of \(a+2b\) is \(6K\), the exchange part is \(-J-2K\), and the sum is \(4K-J\). The term \(-J\) is the electron-hole attraction missing from the HF gap, whose virtual level feels all \(N\) electrons. At third order, net screening requires \(4K>J\) in this one-pair case. The resummed condition is weaker. At \(4K=J\), where \(E_3\) vanishes, \(P=\Delta-3K\) and \(Q=\Delta-K\), so with \(k=K/\Delta\) the ratio obeys \(r^2=(1-3k)/(1-k)^3<1\), and the ring energy is still screened.

A two-site monomer makes this explicit. Take hopping \(t\), interaction \(U\sum_p(n_{p\uparrow}-\tfrac12)(n_{p\downarrow}-\tfrac12)+\gamma(n_1-1)(n_2-1)\) and two electrons. The orbitals are \((1,\pm1)/\sqrt2\). Each site is neutral, so the diagonal of the Fock matrix vanishes, and the bond order of 1/2 per spin gives the exchange term \(F_{12}=-t-\gamma/2\). Hence \(\Delta=2t+\gamma\). The transition density is \((\tfrac12,-\tfrac12)\) and the orbital densities are \((\tfrac12,\tfrac12)\), so \(K=(U-\gamma)/2\), \(J=(U+\gamma)/2\) and \(a+2b=\tfrac32(U-\gamma)-\gamma\). Further, \(P=2t\) and \(Q=2t+U-\gamma\), so TDHF depends on \(U-\gamma\) alone. The same holds exactly. On one site \((n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12)=\tfrac12(n-1)^2-\tfrac14\), as the cases \(n=0,1,2\) confirm, and with two electrons \(n_2-1=-(n_1-1)\), so the interaction is \((U-\gamma)(n_1-1)^2\) plus a constant. Two models with the same \(U'=U-\gamma\) have the same exact dispersion and different HF gaps.

Two such monomers with bond length 1.4 Å, stacked 4 Å apart with bare Coulomb coupling between sites and \(t=2.5\) eV, give the following energies in meV.

| \((U,\gamma)\), eV | MP2 | MP3 | TDHF | FCI |
|---|---|---|---|---|
| (2, 0) | −4.085 | −1.634 | −2.466 | −2.164 |
| (10, 8) | −1.571 | −2.175 | −2.466 | −2.164 |

The first model has \(\Delta=5\), \(a=b=1\) eV and \(E_3/E_2=-3/5\). The second has \(\Delta=13\), \(a=-7\), \(b=1\) eV and \(E_3/E_2=+5/13\). The ratio of exact to MP2 dispersion is 0.530 in the first and 1.377 in the second. The equality of the FCI values, the bracket in the first case, and the underbinding by MP2 with negative \(E_3\) in the second are all tested. The error of MP2 is a statement about the uncoupled HF reference as much as about the molecule.

The gap between TDHF and FCI can be derived here. The covalent singlet (energy 0) couples with element \(-2t\) to the even ionic state (energy \(U'\)), so with \(S=(U'^2+16t^2)^{1/2}\) the ground energy is \((U'-S)/2\) and the ionic weight is \(\tfrac12(1-U'/S)\). The operator \(\hat D=n_1-n_2\) annihilates the covalent state and turns the even ionic state into twice the odd one, which lies at \(U'\). The squared transition element is \(2(1-U'/S)\) and the gap is \((U'+S)/2\), against 2 and \(\Delta\) in the HF picture. Since \(V\propto\hat D_A\hat D_B\), \(r_{\rm FCI}=(1-U'/S)^2\,2\Delta/(U'+S)\), which for \(U'=2\), \(t=2.5\), \(\Delta=5\) eV evaluates to the 0.530 above. For \(\gamma=0\), \(H_0\) does not depend on \(U\), and the expansion in \(y=U/4t\) is the MP series: \((1-2y+y^2)(1-y+\tfrac12y^2)=1-3y+\tfrac72y^2\). The oscillator with \(x=2y\) gives \(1-3y+\tfrac{15}2y^2\). Third order agrees, and the fourth-order term of the electronic model is less than half that of the oscillator.

A chain of four sites with a two-site partner (Pariser–Parr–Pople Hamiltonian, Ohno interaction, \(U=10\) eV, \(t=2.5\) eV, gap 4 Å, shift 0.7 Å) shows a result that runs against the simple picture. The Coulomb part of \(E_3\) is \(+1.828\) meV, positive as required and as tested, but the exchange part is \(-2.424\) meV, so \(E_3=-0.596\) meV on top of \(E_2=-2.561\) meV. MP3, \(-2.561-0.596=-3.158\) meV from the unrounded values, is close to TDHF at \(-3.167\) meV, while FCI gives \(-2.468\) meV. MP2 overbinds by about 4% of the FCI value, and third order moves away from the answer. Within TDHF this π-only lattice model is not net screened, and terms beyond the rings reverse the outcome, since FCI gives less dispersion than MP2. Whether a given real π system is net screened is a matter for calculation with all its valence electrons, and the lattice models here do not establish it.

One class of non-ring terms has a definite sign. From the recursion, \(E_4=\langle\psi_1|(W-E_1)R(W-E_1)|\psi_1\rangle-E_2\langle\psi_1|\psi_1\rangle\), and the first term is a sum of negative contributions, one per intermediate state. A triple with a double on A and a single on B has amplitude \(\langle T|W_A|\psi_V\rangle+\langle T|V|\psi_A\rangle\), linear in \(V\), plus \(\langle T|V|\psi_V\rangle\), which is quadratic in \(V\) and enters the energy only from order \(V^3\). Its contribution at order \(V^2\) is therefore attractive. A triple entirely on A receives no \(V\)-dependent amplitude, since \(V\) acting on \(\psi_V\) raises the single on A at most to a double. Fourth-order triples thus add binding at order \(V^2\). They are absent from the oscillator, whose terms all change the number of quanta by an even number, and from the two-site dimers, where inversion symmetry within A kills both amplitudes. Their size is not computed here.

### The ideal weight

Define \(w\) by \(E=E_2+wE_3\), for a stated reference \(E\). The errors of MP2, MP2.5 and MP3 are \(-wE_3\), \((\tfrac12-w)E_3\) and \((1-w)E_3\). Comparing magnitudes, \(|\tfrac12-w|<|w|\) holds for \(w>\tfrac14\) and \(|\tfrac12-w|<|1-w|\) holds for \(w<\tfrac34\). MP2.5 beats both parents exactly in the window \(\tfrac14<w<\tfrac34\). If the bracket holds, \(0\le w\le1\), and the error of MP2.5 cannot exceed \(|E_3|/2\). Any other fixed weight \(w_0\) has the larger worst case \(\max(w_0,1-w_0)|E_3|\). When \(E_3\) is small and the bracket holds, the weight hardly matters. These are the general reasons in favour of 1/2, and none of them makes it exact.

If the terms from third order on form a geometric series with ratio \(\varrho=E_4/E_3\), then \(w=1/(1-\varrho)\). This equals 1/2 only for \(\varrho=-1\), the edge of convergence, and lies in the window for \(-3<\varrho<-\tfrac13\), where for \(\varrho\le-1\) the formula is the continued sum of a series that does not converge. In this geometric model the average works best where the MP series itself converges poorly.

For independent screened modes, \(E_3/E_2=-\tfrac32\langle x\rangle\) and \(E_4/E_2=\tfrac{15}8\langle x^2\rangle\), so that

\[
w=\frac{1-\langle r\rangle}{\tfrac32\langle x\rangle}=1-\frac54\frac{\langle x^2\rangle}{\langle x\rangle}+\dots,\qquad \frac{\langle x^2\rangle}{\langle x\rangle}=\langle x\rangle+\frac{{\rm var}(x)}{\langle x\rangle}.
\]

For uniform screening the values, with \(w\) tested against normal modes and the numerical series, are as follows.

| \(x\) | \(E/E_2\) | MP3\(/E_2\) | MP2.5\(/E_2\) | \(w\) |
|---|---|---|---|---|
| 0.1 | 0.867 | 0.850 | 0.925 | 0.89 |
| 0.3 | 0.675 | 0.550 | 0.775 | 0.72 |
| 0.5 | 0.544 | 0.250 | 0.625 | 0.61 |
| 1.0 | 0.354 | −0.500 | 0.250 | 0.43 |

As \(x\to0\), \(w\to1\) and MP3 is the right choice. The window opens at \(x=0.26\), where MP2 exceeds the resummed value by a factor 1.42, and closes at \(x=2.20\), where the factor is 5.7. The weight is exactly 1/2 at \(x=0.76\), where the factor is 2.34 and MP3, \(1-\tfrac32x<0\), has the wrong sign. A single uniformly screened mode therefore cannot combine a moderate MP2 error with \(w\approx\tfrac12\).

Within the oscillator model the variance term can supply what is missing. Whether it does so in a real molecule is not shown here. \(E_3\) measures the mean of the kernel, in which screened and antiscreened modes cancel, and \(E_4\) measures its mean square, in which they add. At leading order and fixed \(\langle x\rangle>0\), any spread lowers \(w\) without changing MP2 or MP3. The attractive triples act in the same direction when \(E_3>0\). The lattice models show that the remaining terms can act in the opposite one. With FCI as the reference, \(w=0.78\) for the (2, 0) model (0.66 with TDHF) and \(w=0.98\) for the (10, 8) model (1.48 with TDHF). For the chain, \(w=(-2.468+2.561)/(-0.596)\approx-0.16\). All three FCI weights lie outside the window, so in none of these models is MP2.5 the best of the three methods.

### A geometric source of spread in a planar array of dipoles

An oscillator with dipole operator \(d(c+c^\dagger)\) in a field \(F\) has second-order energy \(-F^2d^2/\Delta=-\tfrac12\alpha F^2\), so \(\alpha=2d^2/\Delta\), a volume in Gaussian units. Two such dipoles couple through \(T=(1-3\hat{\mathbf r}\hat{\mathbf r}^T)/r^3\) with strength \(d^2T=\tfrac12\alpha\Delta T\). Inside a molecule this coupling has the form \(a=b=\kappa\), and contributes \(\alpha T\) to \(x=2\kappa/\Delta\). For sites in the \(xy\) plane, \(T_{zz}=1/r^3>0\), since side-by-side dipoles repel, and \(T_{xx}+T_{yy}=-1/r^3\) because \(T\) is traceless. For the uniform mode of a regular six-membered ring, symmetry makes \(xx\) and \(yy\) equal, each \(-\tfrac12\) of \(zz\). The sum over neighbours at one, \(\sqrt3\) and two bond lengths is \(2+2/3^{3/2}+1/8=2.510\) for \(z\) and \(-1.255\) in the plane, in inverse cubed bond lengths, and the ratio is tested. These are expectation values, which fix third order. The uniform in-plane pattern need not be an eigenvector, and treating it as a single mode is a simplification.

With an isotropic on-site remainder \(x_0\), which lumps the short-range Coulomb and exchange parts, \(x_\perp=x_0+2s\) and \(x_\parallel=x_0-s\). For monomers stacked along \(z\), the intermonomer tensor is \({\rm diag}(1,1,-2)/R^3\), and for equal uncoupled polarizabilities the shares of \(E_2\) are 1:1:4. Then \(\langle x\rangle=[2(x_0-s)+4(x_0+2s)]/6=x_0+s\), whereas equal weights would give \(x_0\). In this model, stacking probes the more strongly screened direction. The shares scale as \(v_k^2/\Delta_k\propto\alpha_k^2T_k^2\Delta_k\), so at equal gaps a larger in-plane polarizability reduces this preference. The model has no charge flow between sites. In a real aromatic molecule the in-plane response contains such flow, and the Coulomb kernel screens it, which can reverse the order of \(x_\parallel\) and \(x_\perp\). The model therefore shows how anisotropy produces spread, but does not establish the anisotropy of real aromatic stacks. Off-diagonal coupling among pairs is another possible source of spread, even at equal gaps, because the pattern excited by the partner need not be an eigenvector of the kernel.

### Worked example

Take round model parameters: three Cartesian oscillators per monomer, \(\Delta=15\) eV, \(\alpha_0=10\) Å\(^3\), \(R=4\) Å, \(x_0=0.1\) and \(s=0.2\), so that \(x_\parallel=-0.1\) and \(x_\perp=0.5\). Point dipoles at this distance are a caricature of a stack, and only the ratios carry meaning. The value of \(s\) is chosen freely and is not that of the six-membered ring. With \(\alpha_0/6\) per site and a 1.4 Å bond the ring sum gives \(2s=(10/6)\cdot2.510/1.4^3=1.52\), so \(s=0.76\). Such a point-dipole ring is unstable, since two neighbours polarized along their bond already give \(1+x_0-2\alpha/r^3=1.1-1.21<0\). The negative \(x_\parallel\) is likewise a choice, and it should not be read as a property of benzene, whose in-plane dispersion is also reduced in TDHF response.

The couplings are \(v_\parallel=\tfrac12\cdot10\cdot15/4^3=1.1719\) eV and \(v_\perp=-2v_\parallel=-2.3438\) eV. Second order gives \(E_2=-(2\cdot1.1719^2+2.3438^2)/30=-0.2747\) eV, the London value \(-\tfrac34\Delta\alpha_0^2/R^6\). The moments are \(\langle x\rangle=(-0.2+2.0)/6=0.30\) and \(\langle x^2\rangle=(0.02+1.00)/6=0.17\). Hence \(E_3=-1.5\cdot0.30\,E_2=+0.1236\) eV and \(E_4=+1.875\cdot0.17\,E_2=-0.0875\) eV, with \(E_4/E_3=-0.708\). The mode factors are \(r_\parallel=0.9^{-3/2}=1.1712\) and \(r_\perp=1.5^{-3/2}=0.5443\), so \(\langle r\rangle=(2\cdot1.1712+4\cdot0.5443)/6=0.7533\) and \(E=0.7533\,E_2=-0.2069\) eV. The weight is \(w=(1-0.7533)/0.45=0.548\), and the geometric estimate is \(1/1.708=0.585\).

The contrast case has uniform \(x=0.3\). It shares \(E_2\) and \(E_3\), but \(\langle x^2\rangle=0.09\), \(E_4=-0.0463\) eV, \(E_4/E_3=-0.375\), \(E=-0.1853\) eV and \(w=0.723\), with geometric estimate 0.727. With 1 eV = 23.06 kcal/mol, and errors in magnitude relative to the resummed value of each case:

| | kcal/mol | error, spread | error, uniform |
|---|---|---|---|
| MP2 | −6.33 | +33% | +48% |
| MP3 | −3.48 | −27% | −18% |
| MP2.5 | −4.91 | +3% | +15% |
| resummed | | −4.77 kcal/mol | −4.27 kcal/mol |

In both cases the bracket holds and MP2.5 is the closest of the three, which is tested, as is the lowering of \(w\) by the spread. The 3% figure follows from the chosen \(s\) and is no prediction. The informative point is that two systems with identical MP2 and MP3 energies differ by 0.5 kcal/mol in the resummed value, so that no function of \(E_2\) and \(E_3\) alone can be right for both. Summing all orders in \(v\) changes \(-0.2069\) to \(-0.2093\) eV, about 1%, with the attractive sign and the size of the factor \(1+\tfrac5{16}\epsilon^2\) found above.

### What to do in practice

The size and sign of the third-order interaction energy are a first diagnostic, and a limited one. A small \(E_3\) does not signal a small error. In the two-site model with \((U,\gamma)=(10,6)\) eV, \(4K=J\) and \(E_3=0\), while the formula for \(r_{\rm FCI}\) with \(U'=4\), \(\Delta=11\) eV gives 0.589, so MP2, MP3 and MP2.5 all overbind by 70%. With \((10,5.5)\) eV the same formulas give \(E_3/E_2=-0.12\), \(r_{\rm FCI}=0.472\) and \(w=4.4\), so a positive \(E_3\) does not guarantee that MP3 overcorrects. A positive \(E_3\) that is a large fraction of \(|E_2|\) signals net screening at third order. It does not prove that MP2 overbinds, since a strongly antiscreened mode can outweigh the rest at higher orders. In the uniform oscillator model the window opens at \(|E_3/E_2|=\tfrac32\cdot0.26\approx0.4\). A negative \(E_3\) signals that the exchange part of the kernel outweighs the Coulomb part at third order. It does not prove that MP2 underbinds, as the chain shows. The bracket \(E_2\le E\le E_2+E_3\) then cannot hold, because MP3 lies below MP2, and the lattice examples give ideal weights of 0.98 and about \(-0.16\), so the average has no support there.

Half the difference between MP2 and MP3 bounds the MP2.5 error whenever the bracket holds, which is proven here only for the order-\(v^2\) ring energy, with \(a=b\) and either a positive semidefinite kernel or independent modes with \(\langle r\rangle<1\). Outside these conditions it is neither a bound nor a safe estimate of the uncertainty, because the Coulomb and exchange parts of \(E_3\) can cancel while the error remains. All percentages above refer to the dispersion energy. At the equilibrium geometry exchange-repulsion cancels part of it. Where the net binding energy is smaller than the dispersion energy, the same absolute error is a larger fraction of it. At this geometry \(E_3\) also contains overlap-dependent terms not treated here.

The effect of the intramonomer kernel at the ring level can be checked on the monomers alone, by comparing the Casimir–Polder \(C_6\) from uncoupled HF response with that from coupled response, and doing so by Cartesian component, because the geometry selects the components. This comparison does not settle the sign of the MP2 error: for the chain, the coupled energy lies below MP2 while FCI lies above it. If the two differ much, replacing the uncoupled dispersion by a coupled one, as MP2C does, supplies the missing intramonomer coupling without assuming a weight, at the price of relying on the quality of the coupled response. The TDHF and FCI columns above show that this reliance is not free.

Where MP2.5 is kept, the weight should be calibrated against CCSD(T) on a smaller member of the same family, in the same stacking motif and basis. A fixed weight preserves size consistency, since \(E_2\) and \(E_3\) are separately additive for non-interacting fragments. Neither transfer between motifs nor transfer along a family is guaranteed. In the oscillator model \(w\) depends on \(\langle x^2\rangle/\langle x\rangle\), where the averages change with orientation and the \(x_k\) themselves can change with the size of the molecule. The numerical check, with its output, contains the tests and the numbers quoted.

## Computed values

```
x=0.4 orders 2..6 over E2: [ 1.    -0.6    0.3   -0.14   0.063]
PPP 4+2 sites: t=2.5 eV, U=10 eV (Ohno), bond 1.4 A, gap 4 A, shift 0.7 A
 E2=-2.5613 E3=-0.5963 meV; E3 Coulomb=1.8276 exchange=-2.4239 meV
 TDHF=-3.1673 FCI=-2.4679 meV
2+2 sites t=2.5 U=2 gamma=0 eV: D=5.000 a=1.000 b=1.000 eV
 E2=-4.0846 MP3=-1.6339 TDHF=-2.4658 FCI=-2.1640 meV
 FCI/E2=0.5298 w(TDHF)=0.6605 w(FCI)=0.7837
2+2 sites t=2.5 U=10 gamma=8 eV: D=13.000 a=-7.000 b=1.000 eV
 E2=-1.5710 MP3=-2.1753 TDHF=-2.4658 FCI=-2.1640 meV
 FCI/E2=1.3774 w(TDHF)=1.4809 w(FCI)=0.9813
uniform x=0.1: E/E2=0.8668 MP3/E2=0.8500 MP2.5/E2=0.9250 w=0.8881
uniform x=0.3: E/E2=0.6747 MP3/E2=0.5500 MP2.5/E2=0.7750 w=0.7230
uniform x=0.5: E/E2=0.5443 MP3/E2=0.2500 MP2.5/E2=0.6250 w=0.6076
uniform x=1.0: E/E2=0.3536 MP3/E2=-0.5000 MP2.5/E2=0.2500 w=0.4310
w=0.75 at x=0.2616, E2/E=1.4171
w=0.50 at x=0.7644, E2/E=2.3438
w=0.25 at x=2.2010, E2/E=5.7271
six-ring kernel x,y,z (1/bond^3): -1.2550 -1.2550 2.5099
example: D=15.0 eV, alpha0=10.0 A^3, R=4.0 A, x0=0.1, s=0.2; 1 eV=23.0605 kcal/mol
 v_par=1.1719 eV, v_perp=-2.3438 eV
spread: x_par=-0.10 x_perp=0.50 <x>=0.3000 <x^2>=0.1700 <r>=0.7533
 r_par=1.1712 r_perp=0.5443
 E2=-0.2747 E3=0.1236 E4=-0.0875 eV, E4/E3=-0.7083
 MP2=-0.2747 MP3=-0.1511 MP2.5=-0.2129 resummed=-0.2069 eV
 MP2=-6.334 MP3=-3.484 MP2.5=-4.909 resummed=-4.771 kcal/mol
 magnitude errors %: MP2 +32.8 MP3 -27.0 MP2.5 +2.9
 w=0.5482, geometric estimate=0.5854, all orders in v=-0.2093 eV
uniform: x_par=0.30 x_perp=0.30 <x>=0.3000 <x^2>=0.0900 <r>=0.6747
 r_par=0.6747 r_perp=0.6747
 E2=-0.2747 E3=0.1236 E4=-0.0463 eV, E4/E3=-0.3750
 MP2=-0.2747 MP3=-0.1511 MP2.5=-0.2129 resummed=-0.1853 eV
 MP2=-6.334 MP3=-3.484 MP2.5=-4.909 resummed=-4.273 kcal/mol
 magnitude errors %: MP2 +48.2 MP3 -18.5 MP2.5 +14.9
 w=0.7230, geometric estimate=0.7273, all orders in v=-0.1879 eV
```
